# Photon Escape at Large Optical Depth for Lorentz and Doppler Lines: test program

```python
# Result under test: the single-flight escape probability
#   p(tau) = integral phi(x) exp(-tau phi(x)/phi(0)) dx
# tends to 1/sqrt(pi tau) for a Lorentz profile and to
# 1/(tau sqrt(pi ln tau)) for a Doppler profile when tau is large.
# x: detuning in width units (Lorentz half width, or Doppler 1/e half width);
# phi: profile of unit area; tau: line-centre optical depth to the surface;
# a: Voigt damping parameter. For Voigt lines tau is the depth that the
# same column of ions would have with Doppler broadening alone.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import wofz, erf, ive, gamma

rng = np.random.default_rng(12345)
pi = np.pi
euler = np.euler_gamma

# Detuning grid x = sinh(t): resolves the core and reaches the far wings
t_grid, dt = np.linspace(-40.0, 40.0, 40001, retstep=True)
x = np.sinh(t_grid)
weight = np.cosh(t_grid) * dt
lorentz = 1 / (pi * (1 + x**2))
doppler = np.exp(-x**2) / np.sqrt(pi)
L0 = 1 / pi
D0 = 1 / np.sqrt(pi)


def voigt(a):
    return wofz(x + 1j * a).real / np.sqrt(pi)


def escape(phi, phi0, tau):
    return np.sum(weight * phi * np.exp(-tau * phi / phi0))


def escape_uniform(phi, phi0, tau):
    """Emission spread evenly along a ray of total depth tau."""
    return phi0 / tau * np.sum(-weight * np.expm1(-tau * phi / phi0))


def slope(function, phi, phi0, tau, h=0.01):
    up = function(phi, phi0, tau * np.exp(h))
    down = function(phi, phi0, tau * np.exp(-h))
    return np.log(up / down) / (2 * h)


def close(value, reference, tolerance):
    return abs(value / reference - 1) < tolerance


# Profiles have unit area; Voigt function equals the explicit convolution
for profile in (lorentz, doppler, voigt(0.05)):
    assert close(np.sum(weight * profile), 1, 1e-9)
convolution = np.sum(weight * doppler * (0.05 / pi) / ((1.5 - x)**2 + 0.05**2))
assert close(wofz(1.5 + 0.05j).real / np.sqrt(pi), convolution, 1e-7)

# Lorentz: Bessel form and limit
for tau in (0.5, 10.0, 1e4):
    assert close(escape(lorentz, L0, tau), ive(0, tau / 2), 1e-8)
assert close(escape(lorentz, L0, 1e6), 1 / np.sqrt(pi * 1e6), 1e-5)

# Doppler: convergent power series at moderate depth, asymptotic series at large
mp.mp.dps = 40
series = mp.fsum((-mp.mpf(10))**n / (mp.factorial(n) * mp.sqrt(n + 1))
                 for n in range(120))
assert close(escape(doppler, D0, 10.0), float(series), 1e-8)


def doppler_lead(tau):
    return 1 / (tau * np.sqrt(pi * np.log(tau)))


def doppler_corrected(tau):
    log = np.log(tau)
    return doppler_lead(tau) * (1 - euler / (2 * log)
                                + 3 * (euler**2 + pi**2 / 6) / (8 * log**2))


assert close(escape(doppler, D0, 1e6), doppler_corrected(1e6), 1.5e-3)
assert close(escape(doppler, D0, 1e12), doppler_corrected(1e12), 2e-4)

# Local exponents, for a point source and for emission along the ray
log6 = np.log(1e6)
assert abs(slope(escape, lorentz, L0, 1e6) + 0.5) < 1e-4
assert abs(slope(escape, doppler, D0, 1e6) + 1 + 1 / (2 * log6)) < 3e-3
assert abs(slope(escape_uniform, doppler, D0, 1e6) + 1 - 1 / (2 * log6)) < 3e-3

# The wing sets the exponent: a profile with wings x^-4
m = 4
quartic = 2 / (pi * (1 + x**2)**2)
wing_law = (2 * (2 / pi) / (m * 1e8)) * 1e8**(1 / m) * gamma(1 - 1 / m)
assert close(escape(quartic, 2 / pi, 1e8), wing_law, 1e-3)
assert abs(slope(escape, quartic, 2 / pi, 1e8) + 1 - 1 / m) < 1e-3


def thin_share(phi, phi0, tau):
    """Share of escaping photons emitted where the depth is below one."""
    escaping = weight * phi * np.exp(-tau * phi / phi0)
    return np.sum(escaping[tau * phi / phi0 < 1]) / np.sum(escaping)


assert abs(thin_share(lorentz, L0, 1e4) - erf(1)) < 5e-3
assert abs(thin_share(doppler, D0, 1e4) - (1 - np.exp(-1))) < 0.04
assert abs(thin_share(doppler, D0, 1e12) - (1 - np.exp(-1))) < 0.015

# Uniform emission: average over positions against the single-integral form
nodes, node_weights = np.polynomial.legendre.leggauss(60)
for phi, phi0 in ((lorentz, L0), (doppler, D0)):
    mean = sum(0.5 * w * escape(phi, phi0, 50 * (1 + s))
               for s, w in zip(nodes, node_weights))
    assert close(mean, escape_uniform(phi, phi0, 100.0), 1e-7)
assert close(escape_uniform(lorentz, L0, 1e6), 2 / np.sqrt(pi * 1e6), 1e-4)
uniform_law = 2e-6 * np.sqrt(log6 / pi) * (1 + euler / (2 * log6))
assert close(escape_uniform(doppler, D0, 1e6), uniform_law, 3e-3)

# Voigt: onset of the wing contribution, and final inverse square root
added = escape(voigt(1e-5), D0, 1e4) - escape(doppler, D0, 1e4)
assert close(added, 2e-5 / (pi * np.sqrt(np.log(1e4))), 0.1)
assert close(escape(voigt(0.05), D0, 1e7),
             np.sqrt(0.05 / (np.sqrt(pi) * 1e7)), 1e-3)

# Oscillator strength and decay rate: hydrogen 1s-2p from its radial integral
r_e = const.physical_constants['classical electron radius'][0]
time_au = const.physical_constants['atomic unit of time'][0]
radial = quad(lambda r: r**3 * 2 * np.exp(-r) * r * np.exp(-r / 2)
              / (2 * np.sqrt(6)), 0, 80)[0]
omega_h = 0.375
f_h = 2 / 3 * omega_h * radial**2
rate_h = 4 / 3 * const.alpha**3 * omega_h**3 * radial**2 / 3 / time_au
wavelength_h = 2 * pi * const.c * time_au / omega_h


def decay_rate(f, wavelength, g_lower_over_upper):
    return 8 * pi**2 * r_e * const.c * f * g_lower_over_upper / wavelength**2


assert close(decay_rate(f_h, wavelength_h, 1 / 3), rate_h, 1e-6)

# Worked example: rough parameters of a laser-produced tin plasma
wavelength = 13.5e-9
temperature_eV = 30.0
ion_density = 1e24
lower_fraction = 0.1
f_line = 0.5
radius = 150e-6
edge_speed = 2e4
neighbours = 300
neighbour_ratio = 0.1
band = 0.02 * wavelength
tin_mass = 118.71 * const.atomic_mass
speed = np.sqrt(2 * temperature_eV * const.e / tin_mass)
width_nu = speed / wavelength
width_lambda = wavelength * speed / const.c
sigma0 = np.sqrt(pi) * r_e * const.c * f_line / width_nu
tau = sigma0 * ion_density * lower_fraction * radius
rate = decay_rate(f_line, wavelength, 1.0)
a = rate / (4 * pi * width_nu)
photon_eV = const.h * const.c / wavelength / const.e

# Cross-section integrated over frequency in SI units, for the Voigt line
area = np.sum(weight * sigma0 * np.sqrt(pi) * voigt(a)) * width_nu
classical = const.e**2 * f_line / (4 * const.epsilon_0 * const.m_e * const.c)
assert close(area, classical, 1e-6)

p_doppler = escape(doppler, D0, tau)
p_lorentz = escape(lorentz, L0, tau)
p_voigt = escape(voigt(a), D0, tau)
p_voigt3 = escape(voigt(3 * a), D0, tau)

# Photon-by-photon simulation: random detuning and random free flight
samples = 2_000_000
flight = rng.exponential(size=samples)
detuning = rng.normal(scale=np.sqrt(0.5), size=samples)
simulated_d = np.mean(flight > tau * np.exp(-detuning**2))
detuning = rng.standard_cauchy(size=samples)
simulated_l = np.mean(flight > tau / (1 + detuning**2))
for simulated, computed in ((simulated_d, p_doppler), (simulated_l, p_lorentz)):
    assert abs(simulated - computed) < 5 * np.sqrt(computed / samples)


# Radial expansion, speed proportional to radius; w = edge speed / thermal speed
def moving_depth(detune, depth, w):
    return depth * np.sqrt(pi) / (2 * w) * (erf(detune) - erf(detune - w))


def escape_moving(depth, w):
    return np.sum(weight * doppler * np.exp(-moving_depth(x, depth, w)))


w_edge = edge_speed / speed
direct = tau * quad(lambda s: np.exp(-(0.7 - w_edge * s)**2), 0, 1)[0]
assert close(moving_depth(0.7, tau, w_edge), direct, 1e-8)
sobolev = np.sqrt(pi) * 100 / 40
assert close(escape_moving(100.0, 40.0), (1 - np.exp(-sobolev)) / sobolev, 1e-6)
assert close(escape_moving(tau, 1e-4), p_doppler, 1e-3)
p_moving = escape_moving(tau, w_edge)

# Randomly placed neighbouring lines: mean transmission
band_x = band / width_lambda
tau_n = neighbour_ratio * tau
blocked = np.sum(-weight * np.expm1(-tau_n * np.exp(-x**2)))
transmission = (1 - blocked / band_x)**neighbours
trial = []
for _ in range(20):
    place = rng.uniform(-band_x / 2, band_x / 2, size=(1000, neighbours))
    trial.append(np.mean(np.exp(-tau_n * np.exp(-place**2).sum(axis=1))))
assert abs(np.mean(trial) - transmission) < 0.015

# Stimulated emission with level populations in equilibrium at 30 eV
stimulated = np.exp(-photon_eV / temperature_eV)
p_stimulated = escape(doppler, D0, tau * (1 - stimulated))

# Emission from the whole sphere: integral over chords, y = half chord / radius
y = 0.5 * (1 + nodes)


def sphere_kernel(depth):
    depth = np.asarray(depth, dtype=float)
    total = np.zeros_like(depth)
    for y_i, w_i in zip(y, 0.5 * node_weights):
        total += w_i * 1.5 * y_i * (-np.expm1(-2 * depth * y_i)) / depth
    return total


direct = dblquad(lambda mu, r: 1.5 * r**2 * np.exp(
    -3 * (-r * mu + np.sqrt(max(0.0, 1 - r**2 * (1 - mu**2))))),
    0, 1, -1, 1, epsabs=1e-7, epsrel=1e-7)[0]
assert close(float(sphere_kernel(3.0)), direct, 1e-5)
inside = np.abs(x) < 10
p_sphere = np.sum((weight * doppler)[inside]
                  * sphere_kernel(tau * np.exp(-x[inside]**2)))

print("Escape probability p against line-centre depth tau (no units)")
for depth in (10.0, 1e2, 1e4, 1e6):
    print(f"tau={depth:.0e} Lorentz p={escape(lorentz, L0, depth):.4e}"
          f" limit={1 / np.sqrt(pi * depth):.4e}")
    print(f"tau={depth:.0e} Doppler p={escape(doppler, D0, depth):.4e}"
          f" limit={doppler_lead(depth):.4e}"
          f" corrected={doppler_corrected(depth):.4e}")
for depth in (1e2, 1e4, 1e6):
    print(f"tau={depth:.0e} exponent: Lorentz"
          f" {slope(escape, lorentz, L0, depth):.4f}, Doppler"
          f" {slope(escape, doppler, D0, depth):.4f}, Doppler uniform"
          f" {slope(escape_uniform, doppler, D0, depth):.4f}")
print(f"share escaping where depth<1, tau=1e4: Lorentz"
      f" {thin_share(lorentz, L0, 1e4):.3f}, Doppler"
      f" {thin_share(doppler, D0, 1e4):.3f}")
print(f"limits of these shares: {erf(1):.3f}, {1 - np.exp(-1):.3f}")
print("Tin plasma example (rough input values)")
print(f"wavelength = {wavelength * 1e9:.1f} nm, photon = {photon_eV:.2f} eV")
print(f"ion and electron temperature = {temperature_eV:.0f} eV")
print(f"ion density = {ion_density * 1e-6:.1e} cm^-3")
print(f"lower-level fraction = {lower_fraction}, f = {f_line}")
print(f"radius = {radius * 1e6:.0f} um")
print(f"thermal speed sqrt(2kT/M) = {speed / 1e3:.3f} km/s")
print(f"Doppler 1/e half width = {width_nu:.3e} Hz")
print(f"Doppler 1/e half width = {width_lambda * 1e12:.4f} pm")
print(f"line-centre cross-section = {sigma0 * 1e4:.3e} cm^2")
print(f"line-centre depth tau = {tau:.2f}, ln tau = {np.log(tau):.3f}")
print(f"decay rate = {rate:.3e} s^-1, damping a = {a:.4f}")
print(f"a*tau = {a * tau:.3f}, onset value = {np.sqrt(pi) / 2:.3f}")
print(f"p Doppler = {p_doppler:.5f}, leading law = {doppler_lead(tau):.5f}")
print(f"p Lorentz, same tau = {p_lorentz:.5f},"
      f" leading law = {1 / np.sqrt(pi * tau):.5f}")
print(f"ratio Lorentz/Doppler = {p_lorentz / p_doppler:.2f}")
print(f"simulated p: Doppler {simulated_d:.5f}, Lorentz {simulated_l:.5f}")
print("Effects left out of the static isolated Doppler line")
print(f"p Voigt, natural damping = {p_voigt:.5f}"
      f" (x{p_voigt / p_doppler:.2f})")
print(f"p Voigt, damping tripled = {p_voigt3:.5f}"
      f" (x{p_voigt3 / p_doppler:.2f})")
print(f"edge speed = {edge_speed / 1e3:.0f} km/s, over thermal = {w_edge:.2f}")
print(f"p with expansion = {p_moving:.5f} (x{p_moving / p_doppler:.2f})")
print(f"neighbours = {neighbours}, depth of each = {tau_n:.2f},"
      f" band = {band * 1e9:.2f} nm")
print(f"mean transmission of neighbours = {transmission:.3f}")
print(f"stimulated-emission fraction = {stimulated:.4f},"
      f" p = {p_stimulated:.5f} (x{p_stimulated / p_doppler:.3f})")
print(f"p, emission from whole sphere = {p_sphere:.5f}"
      f" (x{p_sphere / p_doppler:.2f})")
print("all good")
```

Output:

```
Escape probability p against line-centre depth tau (no units)
tau=1e+01 Lorentz p=1.8354e-01 limit=1.7841e-01
tau=1e+01 Doppler p=3.5878e-02 limit=3.7181e-02 corrected=3.7722e-02
tau=1e+02 Lorentz p=5.6562e-02 limit=5.6419e-02
tau=1e+02 Doppler p=2.5307e-03 limit=2.6291e-03 corrected=2.5563e-03
tau=1e+04 Lorentz p=5.6420e-03 limit=5.6419e-03
tau=1e+04 Doppler p=1.8141e-05 limit=1.8590e-05 corrected=1.8170e-05
tau=1e+06 Lorentz p=5.6419e-04 limit=5.6419e-04
tau=1e+06 Doppler p=1.4913e-07 limit=1.5179e-07 corrected=1.4921e-07
tau=1e+02 exponent: Lorentz -0.5026, Doppler -1.1046, Doppler uniform -0.9008
tau=1e+04 exponent: Lorentz -0.5000, Doppler -1.0523, Doppler uniform -0.9485
tau=1e+06 exponent: Lorentz -0.5000, Doppler -1.0351, Doppler uniform -0.9651
share escaping where depth<1, tau=1e4: Lorentz 0.842, Doppler 0.613
limits of these shares: 0.843, 0.632
Tin plasma example (rough input values)
wavelength = 13.5 nm, photon = 91.84 eV
ion and electron temperature = 30 eV
ion density = 1.0e+18 cm^-3
lower-level fraction = 0.1, f = 0.5
radius = 150 um
thermal speed sqrt(2kT/M) = 6.983 km/s
Doppler 1/e half width = 5.173e+11 Hz
Doppler 1/e half width = 0.3145 pm
line-centre cross-section = 1.447e-14 cm^2
line-centre depth tau = 21.71, ln tau = 3.078
decay rate = 1.830e+11 s^-1, damping a = 0.0282
a*tau = 0.611, onset value = 0.886
p Doppler = 0.01419, leading law = 0.01481
p Lorentz, same tau = 0.12256, leading law = 0.12109
ratio Lorentz/Doppler = 8.63
simulated p: Doppler 0.01428, Lorentz 0.12227
Effects left out of the static isolated Doppler line
p Voigt, natural damping = 0.02345 (x1.65)
p Voigt, damping tripled = 0.03935 (x2.77)
edge speed = 20 km/s, over thermal = 2.86
p with expansion = 0.07443 (x5.24)
neighbours = 300, depth of each = 2.17, band = 0.27 nm
mean transmission of neighbours = 0.487
stimulated-emission fraction = 0.0468, p = 0.01501 (x1.057)
p, emission from whole sphere = 0.07523 (x5.30)
all good
```
